\section*{Recursive retarded and lesser Green functions for a block-tridiagonal channel}

\section{What symmetry allows}

Divide a channel into $N$ slices, with couplings between neighbouring slices only. At energy $E$ define
\begin{equation}
A=E-H-\Sigma,\qquad G=A^{-1},\qquad G^<=G\Sigma^<G^\dagger .
\label{eq:def}
\end{equation}
Here $\Sigma$ is the retarded self-energy of contacts and scattering, and $\Sigma^<$ describes the injection of electrons. Both are block diagonal. The wanted quantities are the diagonal blocks $G_i$ and $G_i^<$, which carry the local density of states and the local electron density. The algebra uses atomic units; numerical energies are in eV.

Three symmetries restrict any recursion for these blocks. First, a unitary change of basis $U_i$ within each slice turns $A_{ij}$ into $U_i^\dagger A_{ij}U_j$ and $G_i$ into $U_i^\dagger G_iU_i$. A product of blocks can therefore serve as a correction to slice $i$ only if it is a chain that starts and ends on slice $i$. Second, under $A\to\lambda A$ with real $\lambda$, $G$ scales as $\lambda^{-1}$, while $G^<$ scales as $\lambda^{-2}$ and is linear in $\Sigma^<$. Third, if $(\Sigma^<)^\dagger=-\Sigma^<$, then
\begin{equation}
(G^<)^\dagger=G(\Sigma^<)^\dagger G^\dagger=-G^< .
\end{equation}

Let $g_i$ and $g_i^<$ belong to slice $i$ when everything to its right is removed. The simplest chains through slice $i+1$ use the scale-free factors
\begin{equation}
Y_i=g_iA_{i,i+1},\qquad X_i=Y_iG_{i+1}A_{i+1,i}.
\label{eq:xy}
\end{equation}
Symmetry then permits $X_ig_i$ as a correction to $g_i$, and $X_ig_i^<+g_i^<X_i^\dagger$ and $Y_iG_{i+1}^<Y_i^\dagger$ as corrections to $g_i^<$. Block elimination shows that these terms suffice and that each coefficient is one.

\section{Derivation}

\subsection{Elimination of the left part}

Let $L$ contain slices $1,\ldots,i$, let $R$ contain the rest, and put $g=A_{LL}^{-1}$, assumed to exist. The $LR$ block of $AG=1$ and the $RL$ block of $GA=1$ are
\begin{align}
A_{LL}G_{LR}+A_{LR}G_{RR}=0&\;\Rightarrow\; G_{LR}=-gA_{LR}G_{RR},\label{eq:lr}\\
G_{RL}A_{LL}+G_{RR}A_{RL}=0&\;\Rightarrow\; G_{RL}=-G_{RR}A_{RL}g.\label{eq:rl}
\end{align}
The $RR$ block of $AG=1$ is $A_{RL}G_{LR}+A_{RR}G_{RR}=1$. With (\ref{eq:lr}),
\begin{equation}
G_{RR}=(A_{RR}-A_{RL}gA_{LR})^{-1}.
\label{eq:rr}
\end{equation}
The $LL$ block is $A_{LL}G_{LL}+A_{LR}G_{RL}=1$. Multiplication by $g$ and use of (\ref{eq:rl}) give
\begin{equation}
G_{LL}=g+gA_{LR}G_{RR}A_{RL}g .
\label{eq:ll}
\end{equation}
The two minus signs have cancelled.

\subsection{Forward sweep}

Apply (\ref{eq:rr}) to the first $i$ slices alone, with slice $i$ as $R$. Since $A_{RL}$ reaches slice $i-1$ only,
\begin{equation}
g_i=(A_{ii}-A_{i,i-1}g_{i-1}A_{i-1,i})^{-1},\qquad g_1=A_{11}^{-1}.
\label{eq:fr}
\end{equation}
For the lesser function, (\ref{eq:def}) and (\ref{eq:rl}) give
\begin{align}
G_{RR}^<&=G_{RL}\Sigma_L^<G_{RL}^\dagger+G_{RR}\Sigma_R^<G_{RR}^\dagger\nonumber\\
&=G_{RR}\left(\Sigma_R^<+A_{RL}g^<A_{RL}^\dagger\right)G_{RR}^\dagger,
\label{eq:rrless}
\end{align}
where $g^<=g\Sigma_L^<g^\dagger$. In the same truncated system this reads
\begin{equation}
g_i^<=g_i\left(\Sigma_i^<+A_{i,i-1}g_{i-1}^<A_{i,i-1}^\dagger\right)g_i^\dagger .
\label{eq:fl}
\end{equation}
The left part thus acts as one more contact.

\subsection{Backward sweep}

At the last slice nothing has been removed, so $G_N=g_N$ and $G_N^<=g_N^<$. For $i<N$, the $(i,i)$ block of (\ref{eq:ll}) is
\begin{equation}
G_i=g_i+X_ig_i .
\label{eq:br}
\end{equation}
For the lesser function put $X=gA_{LR}G_{RR}A_{RL}$, so that $G_{LL}=(1+X)g$. Then
\begin{align}
G_{LL}^<&=G_{LL}\Sigma_L^<G_{LL}^\dagger+G_{LR}\Sigma_R^<G_{LR}^\dagger\nonumber\\
&=g^<+Xg^<+g^<X^\dagger+Xg^<X^\dagger
+gA_{LR}G_{RR}\Sigma_R^<G_{RR}^\dagger A_{LR}^\dagger g^\dagger .
\end{align}
Writing out $X$ in the fourth term and adding the fifth gives
\begin{equation}
gA_{LR}\,G_{RR}\left(A_{RL}g^<A_{RL}^\dagger+\Sigma_R^<\right)G_{RR}^\dagger\,A_{LR}^\dagger g^\dagger
=gA_{LR}G_{RR}^<A_{LR}^\dagger g^\dagger,
\end{equation}
by (\ref{eq:rrless}). The rightmost factor $A_{RL}$ in $X$ acts on slice $i$ only, so the $(i,i)$ block of $Xg^<$ is $X_ig_i^<$. Hence
\begin{equation}
G_i^<=g_i^<+X_ig_i^<+g_i^<X_i^\dagger+Y_iG_{i+1}^<Y_i^\dagger .
\label{eq:bl}
\end{equation}
For anti-Hermitian $g_i^<$ the third term equals $-(X_ig_i^<)^\dagger$, which saves a product. The two middle terms are interference between electrons that stay on the left and those that return from the right.

\section{Pseudocode}

\begin{verbatim}
g[1]  = inverse(A[1,1])
gl[1] = g[1] S[1] g[1]^+              # S = Sigma<
for i = 2 ... N:
    g[i]  = inverse(A[i,i] - A[i,i-1] g[i-1] A[i-1,i])
    gl[i] = g[i] (S[i] + A[i,i-1] gl[i-1] A[i,i-1]^+) g[i]^+
G[N] = g[N];  Gl[N] = gl[N]
for i = N-1 ... 1:
    Y = g[i] A[i,i+1]
    X = Y G[i+1] A[i+1,i]
    C = X gl[i]
    G[i]  = g[i] + X g[i]
    Gl[i] = gl[i] + C - C^+ + Y Gl[i+1] Y^+
\end{verbatim}
The off-diagonal blocks belong to $A$, so $A_{i,i+1}=-H_{i,i+1}$. Slices may differ in size. For five random complex blocks of sizes 2, 4, 3, 5 and 1, the results differ from full inversion by $1.1\times10^{-15}$ of the largest element.

\section{A chain that can be followed by hand}

Take three sites with hopping $-t$, $t=1$ eV, on-site energy $2t$, and $U=0.5$ eV added in the middle. Each end continues as a uniform chain with $E=2t-2t\cos ka$. The surface function $g_s$ of such a lead is unchanged by adding a site, $g_s=(E-2t-t^2g_s)^{-1}$. The outgoing solution is $g_s=-e^{ika}/t$, because
\begin{equation}
(-te^{ika}-te^{-ika}+te^{ika})(-e^{ika}/t)=1 .
\end{equation}
Thus $\Sigma=t^2g_s=-te^{ika}$. At $E=1$ eV, $\cos ka=1/2$, $\Sigma=-0.5-0.8660i$ eV and $\Gamma=i(\Sigma-\Sigma^\dagger)=\sqrt3$ eV. A contact of occupation $f$ has $\Sigma^<=i\Gamma f$; set $f=1$ on the left and $0$ on the right.

In units of eV, the diagonal of $A$ is $(-0.5+0.8660i,\,-1.5,\,-0.5+0.8660i)$ and the couplings are $+1$. The forward sweep gives, in 1/eV,
\begin{align}
g_1&=-0.5000-0.8660i, & g_1^<&=|g_1|^2i\Gamma=1.7321i,\nonumber\\
g_2&=(-1.5-g_1)^{-1}=-0.5714-0.4949i, & g_2^<&=|g_2|^2g_1^<=0.9897i,\nonumber\\
g_3&=(A_{33}-g_2)^{-1}=0.0385-0.7328i, & g_3^<&=|g_3|^2g_2^<=0.5329i.\nonumber
\end{align}
Going back, $X_2=g_2G_3=(-5+3\sqrt3\,i)/13$, so that $G_2=(1+X_2)g_2=-0.1538-0.5329i$. Then $X_1=g_1G_2$ has the same value, and $G_1=(1+X_1)g_1=0.0385-0.7328i$.

For scalars the cross terms combine to $2g_i^<\,\mathrm{Re}X_i$. With $1+2\,\mathrm{Re}X_i=3/13$,
\begin{align}
G_2^<&=\tfrac{3}{13}(0.9897i)+0.5714(0.5329i)=0.5329i,\\
G_1^<&=\tfrac{3}{13}(1.7321i)+0.5329i=0.9326i .
\end{align}
Without the cross terms $G_1^<$ would be $2.2650i$, more than twice too large.

The particle current from a contact, per unit energy and apart from $1/2\pi$, is inflow into empty states minus outflow, $\mathrm{Tr}[\Sigma^<G^>-\Sigma^>G^<]$. With $\Sigma^>=-i\Gamma(1-f)$ and $G^>=G^<+G-G^\dagger$ it becomes
\begin{equation}
j=\mathrm{Tr}\left\{i\Gamma[G^<+f(G-G^\dagger)]\right\},
\label{eq:current}
\end{equation}
which needs an end block only. Here $j=1.7321(2\times0.7328-0.9326)=0.923$.

Wave matching confirms this. With amplitudes $1$, $r$ and $\tau=1+r$, the equation at the raised site is
\begin{equation}
(-2t\cos ka-U)\tau+t(e^{-ika}+re^{ika})+t\tau e^{ika}=0 .
\end{equation}
Inserting $r=\tau-1$ leaves $\tau(2it\sin ka-U)=2it\sin ka$, hence
\begin{equation}
|\tau|^2=\left[1+\left(\frac{U}{2t\sin ka}\right)^2\right]^{-1}=\frac{12}{13}=0.9231 .
\end{equation}
For $U\to0$ this tends to one, as it must.

\section{Operation count and storage}

Count scalar multiplications and divisions for dense $M\times M$ blocks. In-place Gauss--Jordan inversion uses, per pivot, one reciprocal, $2(M-1)$ products for its row and column, and $(M-1)^2$ for the rest. This is $M^2$ per pivot and $M^3$ in all.

The forward sweep has $2(N-1)$ block products for $g$ and $2N+2(N-1)$ for $g^<$. Each backward step has seven: one for $Y$, two for $X$, one each for $Xg^<$ and $Xg$, and two for the last term. With $N$ inversions,
\begin{equation}
C_{\rm rec}=[N+(6N-4)+7(N-1)]M^3=(14N-11)M^3 .
\end{equation}
Unstructured inversion costs $N^3M^3$. The sums $\sum_jG_{ij}\Sigma_j^<G_{ij}^\dagger$ then need two products for each of $N^2$ pairs:
\begin{equation}
C_{\rm full}=(N^3+2N^2)M^3 .
\end{equation}
The difference factorizes as
\begin{equation}
C_{\rm full}-C_{\rm rec}=(N-1)(N^2+3N-11)M^3 .
\end{equation}
The methods tie at $N=1$, recursion loses slightly at $N=2$, and it wins from $N=3$. Multiplications counted during execution with $M=3$ agree: 459 against 432 at $N=2$, and 837 against 1215 at $N=3$. For large $N$ the ratio approaches $N^2/14$.

These are costs of two stated procedures. A sparse solver also exploits the zeros and would be a stronger competitor. If the coupling is a number times the unit matrix, products with it become scalings; $2N+5(N-1)$ block products then remain.

For $N=40$ and $M=25$ the counts are $8.58\times10^6$ and $1.05\times10^9$, a ratio of 122. One timing gave 10.0 ms and 458 ms, a ratio of 46. The smaller gain in time may reflect the overhead of many small matrix calls; this was not tested. The stored forward blocks hold $2NM^2=50\,000$ numbers, against $10^6$ for the full inverse.

\section{Stability and failure modes}

\subsection{A singular left part}

The recursion needs every truncated left part to be invertible, which is more than invertibility of $A$. In eV, take
\begin{equation}
A=\begin{pmatrix}0&1\\1&i\end{pmatrix},\qquad \det A=-1,\qquad G_1=-i .
\end{equation}
The first step asks for $1/0$ and stops. Physically, the isolated left part has a bound state at this energy. Replacing $A_{11}$ by $i\eta$ gives $G_1=-i/(1+\eta)$, an error of about $\eta$; for $\eta=10^{-6}$ eV the computed error is $1.0\times10^{-6}$ eV$^{-1}$. Sweeping from the other end also works here: $G_1=(0-1/i)^{-1}=-i$.

Near such a pole $g_i$ is large while $G_i=(1+X_i)g_i$ may stay moderate. For scalars, a rounding error $\epsilon$ in $X_i$ becomes a relative error $\epsilon|g_i/G_i|$ in $G_i$. A large $|g_i/G_i|$ at any slice therefore warns of lost digits. The loss can spread to other slices whose own ratio is near one, so the ratio should be monitored along the whole chain. The loss in $G_i^<$ can be worse, up to about the square of this ratio, because $g_i^<$ contains $g_i$ twice.

\subsection{A lesser self-energy with a Hermitian part}

The shortcut $g_i^<X_i^\dagger=-(X_ig_i^<)^\dagger$ has the wrong sign for a Hermitian source. With such a source, the random blocks above give an error of 0.53 of the largest correct element.

This matters in self-consistent scattering loops. For local elastic scattering of strength $D$, and with the real part of the retarded self-energy neglected, the self-energies at a grid point $r$ are
\begin{equation}
\Sigma_{rr}=iD\,\mathrm{Im}\,G_{rr},\qquad \Sigma_{rr}^<=iD\,\mathrm{Im}\,G_{rr}^< .
\label{eq:born}
\end{equation}
The real part of $G_{rr}^<$ vanishes apart from rounding. If it were fed back through the shortcut, it would grow by an estimated factor of 23.6 per pass in the transistor below. Since $16/\log_{10}23.6\approx12$, a component of size $10^{-16}$ in the growing pattern would reach order one in about twelve passes. Taking the imaginary part, as in (\ref{eq:born}), removes it. Keeping $g_i^<X_i^\dagger$ explicitly removes the sign error for one extra product per backward step.

\section{A silicon nanowire transistor}

\subsection{Model}

The example is a gate-all-around silicon wire of 3 nm by 3 nm section with hard walls, a 10 nm gate and 5 nm of wire on either side. The transport mass is $0.19m_e$; the transverse masses are $0.19m_e$ and $0.92m_e$. Four valleys, equivalent by the square symmetry, and two spins give a factor 8. The grid spacing $a=0.5$ nm gives 40 slices of 25 points and $t=1/(2ma^2)=0.802$ eV.

The potential energy is prescribed. With $s,d=\tanh[(x-x_{s,d})/1.5\,\mathrm{nm}]$ at the two gate edges,
\begin{equation}
U=\frac{s-d}{2}\,[0.15+0.05\,\phi(y,z)]-0.5\,\frac{1+d}{2}\quad\text{eV},
\end{equation}
where $\phi=\sin(\pi y/W)\sin(\pi z/W)$ and $W=3$ nm. The term in $\phi$ mixes transverse modes. Energies are measured from the lowest source subband, whose barrier top lies at 0.185 eV. The source Fermi level is 0.03 eV, the drain bias 0.5 V and $kT=0.02585$ eV.

In the leads each transverse mode has its own $\Sigma=-te^{ika}$; a closed mode takes the decaying root. For a uniform wire with two open modes the computed transmission is 2.000000.

\subsection{Scattering at one energy}

Acoustic phonons are taken as elastic, with $D=\Xi^2kT/(\rho v^2a^3)$. Rough values $\Xi=9$ eV, $\rho=2.3\times10^3$ kg/m$^3$ and $v=9000$ m/s give $D\approx0.014$ eV$^2$. At 50 meV above the barrier top, 13 passes of (\ref{eq:born}) converge. Transmission falls from 0.977 to 0.886, or by 9\%; with half the transport grid spacing the second value is 0.889. The two contact currents balance to $4\times10^{-13}$ for $f=1$ and $0$. Against full inversion, the errors relative to the largest element are $5.0\times10^{-15}$ for $G$ and $1.3\times10^{-14}$ for $G^<$.

The omitted real part $D\,\mathrm{Re}\,G_{rr}$ reaches 10.2 meV on this grid and is not converged: transverse grids of $7\times7$ and $9\times9$ points give about 16 and 14 meV. A uniform shift would merely redefine the band edge. If all of it acted on the barrier alone, thermal current would change by $e^{10.2/25.85}\approx1.5$, or by 1.7 to 1.9 with the values from the finer grids.

\subsection{Density and ballistic current}

The line density in a slice is $8\int(-i)\mathrm{Tr}\,G_i^<\,dE/(2\pi a)$. It is 0.93 nm$^{-1}$ at the source end and 0.0012 nm$^{-1}$ at the barrier top. Dividing the former by 9 nm$^2$ gives $1.0\times10^{20}$ cm$^{-3}$.

Without scattering, $f_S=1$ and $f_D=0$ give $G_1^<=iG_1\Gamma_1G_1^\dagger$. Equation (\ref{eq:current}) then becomes
\begin{equation}
T=\mathrm{Tr}\left\{\Gamma_1[i(G_1-G_1^\dagger)-G_1\Gamma_1G_1^\dagger]\right\},\qquad
I=\frac{8}{2\pi}\int T(f_S-f_D)\,dE .
\end{equation}
The current is 17.9 nA, or $2.7\times10^{-6}$ atomic units, and integrating (\ref{eq:current}) from the lesser blocks gives the same value. Tunnelling below the subband top supplies 15.6\%. A perfect step in $T$ at 0.185 eV would give $(8e/h)kT\ln(1+e^{-0.155/0.02585})\approx20$ nA. The above-barrier part is 15.1 nA, so reflection outweighs the tunnelling gain.

\subsection{Comparison with real devices}

These parameters represent a strongly scaled wire; production nanosheets are thicker and much wider, roughly 5 nm by tens of nm. The prescribed potential gives a peak field of 2.3 MV/cm (2.2 MV/cm from differences on the 0.5 nm grid), far above the rough bulk breakdown value of 0.3 MV/cm. The energy drop from barrier top to drain is nevertheless about 0.4 eV below the gap of roughly 1.1 eV, so an electron starting at the top cannot ionize across it. The band-to-band window is closed by about 0.7 eV. The current is also sensitive to the assumed perfect shape: a wire 0.2 nm narrower in both transverse directions has its subband 39 meV higher. If that happened under the gate alone, the thermal current would fall by a factor of about $e^{39.3/25.85}\approx4.6$. These figures assume parabolic bands; a nonparabolicity of 0.5 eV$^{-1}$ reduces them to about 31 meV and 3.4.

Other changes were sized with the potential and Fermi level fixed. At 350 K the current is 49.5 nA. A nonparabolic mass, larger by a factor of 1.24, gives 18.0 nA. The two omitted valleys have an estimated weight of $6\times10^{-4}$ in the thermal current for parabolic bands, and about $3\times10^{-3}$ when a nonparabolicity of 0.5 eV$^{-1}$ lowers their offset from 175 to 134 meV; their share of the source density is larger, about 0.4\% and 2\% respectively. Tunnelling through an assumed 1 nm gate oxide is roughly 0.008 nA if the barrier-top density is used under the whole gate and about ten times that when the denser gate edges are included. With the same oxide, the barrier-top charge would cause a potential drop of about 0.4 meV across the oxide, plus a smaller drop inside the silicon. Halving the transport grid spacing leaves 17.9 nA. The transverse grid matters more: exact hard-wall modes in place of five points per direction raise the second subband from 0.121 to 0.136 eV, lower the current by about 0.07 nA to 17.85 nA, raise the tunnelling share to 15.7--15.8\% and lower the source-end density to 0.92 nm$^{-1}$; with the transport spacing halved as well, the barrier-top density becomes 0.0013 nm$^{-1}$. The last digit of these values is therefore not converged. Surface roughness, impurities, optical phonons and a self-consistent potential remain outside the model, so 17.9 nA is not a device prediction. The numerical output lists the remaining digits.

\section*{Computed results}
\begin{verbatim}
random unequal blocks, largest relative error: 1.1e-15
same blocks, Hermitian source (not allowed): error 0.53
counted products N=1 M=3: recursive 81, full 81
counted products N=2 M=3: recursive 459, full 432
counted products N=3 M=3: recursive 837, full 1215
counted products N=5 M=3: recursive 1593, full 4725
counted products N=6 M=2: recursive 584, full 2304
singular left part: broadening 1e-06 eV, error in G_1 1.0e-06 1/eV
chain: hopping 1.0 eV, energy 1.0 eV, middle site +0.5 eV
chain contact: Sigma -0.5000-0.8660j eV, Gamma 1.7321 eV, f = 1 and 0
site 1 (1/eV): g -0.5000-0.8660j, g< 0.0000+1.7321j, G 0.0385-0.7328j, G< 0.0000+0.9326j
site 2 (1/eV): g -0.5714-0.4949j, g< 0.0000+0.9897j, G -0.1538-0.5329j, G< 0.0000+0.5329j
site 3 (1/eV): g 0.0385-0.7328j, g< 0.0000+0.5329j, G 0.0385-0.7328j, G< 0.0000+0.5329j
chain transmission: 0.9231; G<_1 without cross terms: 0.0000+2.2650j 1/eV
uniform wire at 0.2 eV: open modes 2, transmission 2.000000
wire 3.0 nm square, gate 10.0 nm, device 20.0 nm, edge smoothing 1.5 nm
masses 0.19, 0.92 m_e; grid 0.5 nm; N=40, M=25; hopping 0.8021 eV
drain bias 0.5 V, source Fermi level 0.03 eV, kT 0.02585 eV
gate barrier 0.15 eV plus 0.05 eV at the wire centre
top of lowest subband: 0.1849 eV
potential step at device ends, at most: 1.24 meV
phonon inputs: 9.0 eV, 2330 kg/m3, 9000 m/s; D 0.01422 eV^2
at 0.2349 eV: transmission ballistic 0.97662, with phonons 0.88641
Born iterations 13; contact-current imbalance 4.1e-13
omitted real phonon self-energy, at most: 10.20 meV
device relative error: G 5.0e-15, G< 1.3e-14
spurious real part of Sigma<, factor per Born pass if kept: 23.6
device products: recursive 8.578e+06, full 1.050e+09, ratio 122.4
measured time: recursive 10.0 ms, full 458 ms, ratio 46.0
stored numbers: forward blocks 50000, full inverse 1000000
ballistic current: 17.918 nA = 2.705e-06 atomic units
same current from lesser blocks: 17.918 nA
share tunnelling below the subband top: 15.6 %
line density: source end 0.9279 /nm, barrier top 0.00124 /nm
source-end volume density: 1.03e+20 cm^-3
confinement energy: grid 0.2593 eV, continuum 0.2653 eV
current with 0.25 nm transport grid: 17.920 nA
other two valleys: 0.1745 eV higher, thermal weight 5.9e-04
nonparabolicity 0.5 /eV: mass factor 1.237, current 18.004 nA
current at 350 K, same potential: 49.480 nA
charge feedback, 1.0 nm oxide of permittivity 3.9: 0.43 meV
oxide tunnelling, 3.1 eV and mass 0.4: about 7.7e-03 nA
subband shift for a wire 0.2 nm narrower: 39.3 meV
largest field along channel: 2.20 MV/cm; gap input 1.12 eV
margins: band-to-band 0.700 eV, impact ionization 0.435 eV
\end{verbatim}
